# Why dopant-fixed vacancies make scale growth logarithmic in oxygen pressure

## What goes wrong with the power law

An oxide scale growing by cation vacancies can have a parabolic constant proportional to the one-sixth power of oxygen pressure. If that exponent is carried over to a scale whose vacancy content is fixed by a higher-valent dopant, the prediction fails. In the model example below, the doped constant at 760 Torr is $2.27\times10^{-9}$ cm²/s. A one-sixth power would reduce it by $10^{3/6}=3.16$ at 0.76 Torr, to $7.2\times10^{-10}$ cm²/s. The transport equations give $1.56\times10^{-9}$ cm²/s, more than twice as much.

The opposite guess also fails. The dopant fixes the vacancy concentration, so one might expect no vacancy gradient, hence no growth, or at least no effect of pressure. Yet the scale grows, and each decade of pressure adds nearly the same amount to its parabolic constant. To see why, one must separate two contributions to the growth rate: how many vacancies there are, and what drives them.

## The defects: what pressure controls

Consider a compact scale of oxide MO. Let $y$, $p$ and $d$ be the numbers of vacancies, holes and dopant ions per cation site. A vacancy has effective charge $-2$, a hole $+1$, and a dopant ion of valence three on a divalent site $+1$. All defects are dilute, and electrons are left out for now. Local neutrality requires

$$2y=p+d. \tag{1}$$

Oxygen enters the lattice by creating a new oxygen site, a cation vacancy and two holes:

$$\tfrac12\mathrm{O_2}\rightleftharpoons \mathrm{O_O}+V_M''+2h^\bullet,\qquad y\,p^2=K\left(\frac{P}{P_{\rm ref}}\right)^{1/2}. \tag{2}$$

Here $P$ is the local equilibrium oxygen pressure, and $P_{\rm ref}=760$ Torr.

Without dopant, $p=2y$. Equation (2) becomes $4y^3=K(P/P_{\rm ref})^{1/2}$, so

$$y=\left(\frac K4\right)^{1/3}\left(\frac{P}{P_{\rm ref}}\right)^{1/6}. \tag{3}$$

With enough dopant, $p\ll d$, and equation (1) gives $y=d/2$. Equation (2) then fixes the holes:

$$y=\frac d2,\qquad p=\left(\frac{2K}{d}\right)^{1/2}\left(\frac{P}{P_{\rm ref}}\right)^{1/4}. \tag{4}$$

The dopant has removed the pressure dependence from the vacancies but not from the holes. Taking the logarithm of equation (2) and differentiating at fixed temperature gives a relation that holds in both cases:

$$d\ln y+2\,d\ln p=\tfrac12\,d\ln P. \tag{5}$$

## The drive: diffusion and drift together

Let $x$ run from the metal side, $x=0$, to the gas side, $x=X$. Let $u=e\phi/kT$ be the reduced electric potential, and let a subscript $x$ denote a derivative. With fluxes divided by the density of cation sites, diffusion plus drift gives

$$j_V=-D_V(y_x-2y\,u_x),\qquad j_h=-D_h(p_x+p\,u_x). \tag{6}$$

The signs of the drift terms follow the charges. No external circuit is attached, so the net current vanishes. Neglecting the small current carried by the dilute dopant ions, $-2j_V+j_h=0$, or

$$2D_V(y_x-2y u_x)=D_h(p_x+p u_x).$$

Collecting the terms in $u_x$,

$$u_x=\frac{2D_Vy_x-D_hp_x}{D_hp+4D_Vy}. \tag{7}$$

Vacancies are created at the gas side and move inward. Their inward flux is $g=-j_V=D_V(y_x-2yu_x)$. Inserting equation (7) over a common denominator,

$$g=D_V\frac{y_x(D_hp+4D_Vy)-4D_Vy\,y_x+2yD_hp_x}{D_hp+4D_Vy}.$$

The two terms in $4D_Vy\,y_x$ cancel. What remains has a common factor $D_hp\,y$:

$$g=D_V\,y\,t_h\left(\frac{y_x}{y}+2\frac{p_x}{p}\right),\qquad t_h=\frac{D_hp}{D_hp+4D_Vy}. \tag{8}$$

The fraction $t_h$ is the share of the electrical conductivity due to holes. The factor 4 is the square of the vacancy charge. Equation (5) now replaces the bracket:

$$g=\tfrac12D_V\,y\,t_h\,\frac{d\ln P}{dx}. \tag{9}$$

The driving force per unit of $\ln P$ is therefore the same with and without dopant. The difference lies in the weight $y\,t_h$.

## From flux to parabolic constant

An inward vacancy flux is an equal outward cation flux, and arriving cations build new oxide at the gas side. To leading order in the vacancy fraction, $dX/dt=g$. If storage of vacancies inside the scale is neglected, $g$ is uniform in $x$. Integrating equation (9) across the scale gives

$$X\frac{dX}{dt}=\frac{D_V}{2}\int_{P_i}^{P_o}y\,t_h\,d\ln P,$$

where $P_i$ and $P_o$ are the oxygen pressures at the metal and gas sides. Both are held constant, so the right side does not depend on time. With the convention $X^2=k_pt$, the left side equals $k_p/2$, and

$$\boxed{k_p=D_V\int_{P_i}^{P_o}y\,t_h\,d\ln P.} \tag{10}$$

If the convention is $X^2=2kt$ instead, then $k=k_p/2$.

Take $t_h=1$, meaning that holes provide nearly all the conductivity. For the doped scale, the constant $y=d/2$ comes out of the integral:

$$k_p=\frac{D_Vd}{2}\ln\frac{P_o}{P_i}. \tag{11}$$

For the undoped scale, equation (3) puts a power of pressure under the integral. Since $\int P^{1/6}d\ln P=6P^{1/6}$,

$$k_p=6D_V\,y(P_o)\left[1-\left(\frac{P_i}{P_o}\right)^{1/6}\right]. \tag{12}$$

This becomes a pure one-sixth power when the bracket is close to one. The logarithm in equation (11) is thus the integral of a logarithmic driving force over a constant number of carriers. The power law arises because the number of carriers also rises with pressure.

## What pushes vacancies that have no gradient?

For $t_h\to1$, equation (7) reduces to $u_x=-p_x/p$, and the flux splits into two parts:

$$g=D_V\Big(\underbrace{y_x}_{\text{diffusion}}+\underbrace{2y\,p_x/p}_{\text{drift}}\Big). \tag{13}$$

In the undoped scale $p=2y$, so $p_x/p=y_x/y$ and the drift term is $2y_x$. Diffusion supplies one third of the flux and drift two thirds. In the doped scale $y_x=p_x/2$ and $2y=p+d$, so the diffusion share is

$$\frac{p_x/2}{p_x/2+(p+d)p_x/p}=\frac{p}{3p+2d}. \tag{14}$$

This is small when $p\ll d$. Drift does almost all the work.

The field has a simple origin. Holes are more numerous at the gas side and tend to diffuse inward. Because no net current can flow, the gas side becomes negative, which holds the holes back and pushes the negative vacancies toward the metal. Integrating $u_x=-p_x/p$ with equation (4) gives

$$\phi_o-\phi_i=-\frac{kT}{e}\ln\frac{p_o}{p_i}=-\frac{kT}{4e}\ln\frac{P_o}{P_i}. \tag{15}$$

For the undoped scale the factor $1/4$ becomes $1/6$. The accounts balance in equation (5). With dopant, the drive of $\tfrac12$ per unit of $\ln P$ is $2\times\tfrac14$ from drift alone. Without dopant it is $2\times\tfrac16$ from drift and $\tfrac16$ from diffusion.

The interior profiles differ too. With $y$ constant and $g$ uniform, equation (9) makes $\ln P$ linear in $x$, so each decade of pressure occupies the same thickness. In the undoped scale $g=3D_Vy_x$, so $y$ is linear in $x$.

## Weighing the terms in one closed formula

The residual intrinsic vacancies and the finite hole mobility can be kept without further approximation within this model. From equation (5), $d\ln P=2\,d\ln y+4\,d\ln p$. Multiplying by $y$ and using $2\,dy=dp$ and $2y=p+d$,

$$y\,d\ln P=2\,dy+4y\frac{dp}{p}=dp+2(p+d)\frac{dp}{p}=\left(3+\frac{2d}{p}\right)dp. \tag{16}$$

With $r=D_V/D_h$, the hole share is

$$t_h=\frac{p}{p+4ry}=\frac{p}{ap+b},\qquad a=1+2r,\quad b=2rd.$$

The integrand in equation (10) becomes $(3p+2d)/(ap+b)$. Writing $3p+2d=(3/a)(ap+b)+(2d-3b/a)$ and integrating,

$$\frac{k_p}{D_V}=\frac{3(p_o-p_i)}{a}+\frac{2d-3b/a}{a}\ln\frac{ap_o+b}{ap_i+b}. \tag{17}$$

For mobile holes, $r\to0$, this is

$$\frac{k_p}{D_V}=3(p_o-p_i)+2d\ln\frac{p_o}{p_i}. \tag{18}$$

The first term alone survives when $d=0$, and it reproduces equation (12). The second dominates when $d\gg p$, and it reproduces equation (11), because $\ln(p_o/p_i)=\tfrac14\ln(P_o/P_i)$.

## Worked example

The following are round model parameters:

- $T=1273$ K, so $kT=0.1097$ eV
- $P_i=10^{-7}$ Torr
- $D_V=10^{-7}$ cm²/s
- hole mobility 0.30 cm²/(V s)
- $d=2\times10^{-3}$
- undoped vacancy fraction $10^{-4}$ at 760 Torr

The last value gives $K=4(10^{-4})^3=4\times10^{-12}$. The Einstein relation gives $D_h=0.30\times0.1097=0.0329$ cm²/s, hence $r=3.04\times10^{-6}$.

At 760 Torr, $\ln(P_o/P_i)=22.75$. Equation (11) gives

$$k_p=10^{-7}\times10^{-3}\times22.75=2.275\times10^{-9}\ \text{cm}^2/\text{s}.$$

The table compares this law with values from the full equations. For these, equations (1) and (2) were solved by root finding, and the gradients from the flux equations were integrated by numerical quadrature. Temperature, $P_i$ and dopant content are held fixed. All $k_p$ values are in $10^{-11}$ cm²/s.

| $P_o$ (Torr) | doped | law (11) | undoped |
|---|---|---|---|
| 0.76 | 156.5 | 158.4 | 1.76 |
| 7.6 | 179.7 | 181.5 | 2.65 |
| 76 | 203.0 | 204.5 | 3.95 |
| 760 | 226.6 | 227.5 | 5.86 |

The doped constant rises by 23.2, 23.3 and 23.6 in successive decades, against 23.0 from equation (11). The undoped steps are 0.89, 1.30 and 1.91. Each is larger than the one before by a factor close to $10^{1/6}=1.468$.

The slight growth of the doped steps comes from the residual holes. At 760 Torr, $p_o=6.23\times10^{-5}$, which raises $y$ from $1.000\times10^{-3}$ to $1.031\times10^{-3}$. Differentiating equation (10) with respect to its upper limit gives the local slope:

$$\frac{dk_p}{d\ln P_o}=D_V\,y(P_o)\,t_h(P_o)=1.03\times10^{-10}\ \text{cm}^2/\text{s}. \tag{19}$$

When $t_h$ is close to one and the doping is uniform, the slope therefore gives the content of mobile vacancies at the gas side, multiplied by their diffusivity.

Equation (18) weighs the two sources of growth at 760 Torr. With $p_i=2.14\times10^{-7}$, the intrinsic term is $3(p_o-p_i)=1.86\times10^{-4}$. The dopant term is $4\times10^{-3}\ln(p_o/p_i)=2.269\times10^{-2}$, about 120 times larger. Their sum times $D_V$ is $2.288\times10^{-9}$ cm²/s. Finite hole mobility lowers this by 0.96 %, to the tabulated value.

After one hour at 760 Torr, $X=(k_pt)^{1/2}$ is 28.6 µm with dopant and 4.6 µm without. The dopant raises $k_p$ by a factor of 39. Drift supplies 98.5 % of the vacancy flux at the gas side of the doped scale. The gas side lies 0.62 V below the metal side, compared with 0.42 V in the undoped scale. These are inner electrostatic potentials. A voltmeter on electronic contacts reads instead the difference in hole electrochemical potential, which in the doped scale is only about 6 mV, with the gas side positive.

## Why a logarithm can look like a weak power

Dividing the slope by $k_p$ gives an apparent exponent. For equation (11),

$$\frac{d\ln k_p}{d\ln P_o}=\frac{1}{\ln(P_o/P_i)}. \tag{20}$$

This is 0.044 at 760 Torr. The full equations give 0.046, because of the residual holes and the finite hole mobility. Even over the three decades of the table, a single power of 0.054 fits the doped constants to about 1 %. Such an exponent is not a defect property: it depends on $P_i$, and its local value from equation (20) rises to 0.063 at 0.76 Torr. Equal increments per decade reveal the logarithm only in data more accurate than this, or over a wider range. Over the five decades up to 760 Torr, for example, a fitted power misses the doped constants by up to 3 to 5 %, depending on how it is fitted.

The two laws also differ in their sensitivity to the metal side. At fixed $P_o$, raising $P_i$ tenfold removes one decade from the logarithm, about 10 % of the doped constant at 760 Torr. In equation (12) it changes the bracket from 0.977 to 0.967, about 1 %.

## When the logarithmic law fails

**Too few mobile holes.** The law needs $p\gg2rd$ through most of the pressure range. In the example, $p$ falls to $2rd$ at about $10^{-12}$ Torr, below $P_i$. Even so, the hole share drops to 0.946 at the metal side, which causes the 0.96 % loss above. Without electrons, a $P_i$ far below this cut-off would in effect replace $p_i$ by roughly $2rd$ inside the logarithm. The slope at the gas side would survive, but the intercept would change. Thermally excited electrons can prevent this. Let $n$ be their number per cation site. With the 3.5 eV gap used below, and electrons as mobile as holes, $p+n$ never falls under $2\sqrt{np}=2.4\times10^{-7}$. This is about twenty times $2rd$, so electronic carriers still provide most of the conductivity and the logarithm continues down to about $10^{-20}$ Torr. At lower $P_i$, $n$ approaches $d$ and electrons rather than vacancies compensate the dopant; the step per decade has halved near $10^{-24}$ Torr.

If $p\ll2rd$ throughout, because the holes are too few or too slow, the logarithm disappears. As an example with slow holes, setting $D_h=D_V$ gives $r=1$, $a=3$ and $b=2d$. The integrand $(3p+2d)/(ap+b)$ is then one, and

$$k_p=D_V(p_o-p_i)\propto P_o^{1/4}\quad(p_i\ll p_o\ll d). \tag{21}$$

Hole transport now limits growth, and the hole concentration still depends on pressure. Fixing the vacancies is therefore not sufficient by itself.

**A dopant of lower valence.** A monovalent ion on a divalent site has effective charge $-1$. With site fraction $A$, neutrality reads $2y+A=p$. At high doping $p\simeq A$, so the dopant fixes the holes, and $y=(K/A^2)(P/P_{\rm ref})^{1/2}$. For $t_h\simeq1$, equation (10) gives $k_p=2D_V[y(P_o)-y(P_i)]$, a one-half power when $P_i\ll P_o$. In this vacancy-conducting oxide, the logarithmic law therefore requires a dopant of higher valence.

**Too little dopant.** The intrinsic defects take over near $p=d$. There $y=d$, and equation (2) gives $P=P_{\rm ref}(d^3/K)^2$. For the example this is $3\times10^9$ Torr, far outside the range considered. It scales as $d^6$, however, so a tenfold smaller dopant content brings it down to about 3000 Torr. At 760 Torr the scale would then be in the crossover described by equation (18).

## Effects left out, and their size

**Pairing.** A vacancy and a dopant ion attract each other. Suppose that each vacancy has 12 neighbouring sites for a dopant, that the binding energy is 0.3 eV, and that pairs add a negligible part to the vacancy flux. Mass action then sets the pair fraction to $12\,e^{0.3/0.1097}$ times the product of the free fractions. Solving this with neutrality and equation (2), applied to the free vacancies, lowers $k_p$ at 760 Torr by 24 %, relative to the unpaired scale with perfect hole conduction. The free vacancy fraction changes only from $7.6\times10^{-4}$ at 0.76 Torr to $7.8\times10^{-4}$ at 760 Torr. At this binding energy, pairing lowers the slope but leaves the law nearly logarithmic. The size of the loss depends strongly on the binding energy: at 0.5 eV it would be 61 %, if each vacancy still binds at most one dopant ion.

**Uneven doping.** If $d$ varies with position but its profile in $x/X$ does not vary with time or pressure, equation (9) can be divided by $d(x)$ and integrated. The dopant content in equation (11) is replaced by its harmonic mean, $1/\langle1/d\rangle$. For a linear profile that doubles from metal to gas, this is 0.962 of the arithmetic mean. The logarithm remains only if $d(x)\gg p$ everywhere. A dopant-poor outer layer, as a slowly moving dopant would leave, breaks it. With the outer fifth of the scale at one hundredth of the dopant content, $k_p$ at 760 Torr is about three times the harmonic-mean value, and the steps per decade grow from about 6 to 12 in the units of the table. If the profile itself changes with $P_o$, a further pressure dependence can appear.

**Smaller corrections.** A 3.5 eV gap, with one electron state and one hole state per site, gives $np=e^{-3.5/0.1097}$. If these electrons are as mobile as the holes, they raise the doped $k_p$ at 760 Torr by 0.08 %. Holes trapped at vacancies, with the same 12 sites and 0.3 eV, affect about 1 % of the vacancies at the gas side of the doped scale at 760 Torr, and about 4 % in the undoped scale. Solving the self-similar growing scale by a shooting method raises the doped constant by 0.1 %. Nearly all of this comes from the vacant sites in the newly built oxide, which turn $dX/dt=g$ into $[1-y(P_o)]\,dX/dt=g$. Storage of vacancies inside the existing scale changes $k_p$ by only $-0.002$ %. For $5.5\times10^{22}$ cation sites per cm³ and relative permittivity 12, the vacancies give a screening length of 0.57 nm. This is tiny beside 28.6 µm, which supports local neutrality in the interior. The length is also shorter than the mean distance between vacancies, 2.6 nm. It is therefore only an order of magnitude, and treating the defects as independent is itself an approximation at this dopant content.

## Beside a real scale

The parameters are round values chosen with nickel monoxide scales doped with trivalent chromium in mind; they do not describe a particular specimen. The model contains only doubly charged vacancies. If most vacancies in the undoped oxide held a trapped hole and still moved as readily as bare ones, its one-sixth power would become a one-quarter power. The doped result also assumes that all the chromium is dissolved and evenly supplied to the new oxide. Chromium bound in a second phase does not contribute to $d$, and equation (11) falls in proportion to the dissolved part. A continuous layer of another oxide would require a different transport problem. Real scales also have grain boundaries. If these add a parallel vacancy path equal to the lattice path, $k_p$ nearly doubles. The logarithm survives this addition if the boundary vacancy content is also independent of pressure and holes still provide most of the conductivity.

Numbers in the example were calculated in double precision.
